# Silicon core-level shifts: why oxidation number cannot fix the binding energy

## The decision at stake

Suppose that the Si 2p spectrum of an organosilicate film is to be calculated or fitted. One must decide whether a silicon site can be given a binding energy from its oxidation number or its local charge, or whether the potential of the surrounding atoms must be computed for each geometry. The first choice needs a short table, the second a structural model that reaches beyond the nearest neighbours.

The charge-potential model shows what the choice depends on. Let site \(i\) carry net charge \(q_i\), in units of the elementary charge \(e\), and let \(C=e^2/(4\pi\varepsilon_0)\). The shift of its core-level binding energy from that of a free neutral silicon atom is

\[
\Delta E_i=kq_i+V_i,\qquad V_i=\sum_{j\ne i}\frac{Cq_j}{R_{ij}} .
\tag{1}
\]

Here \(k\) is an energy per unit charge, \(R_{ij}\) is a distance between nuclei, and positive \(\Delta E_i\) means stronger binding. The sum \(V_i\) is called the Madelung term, also for a finite cluster. Oxidation number fixes neither \(q_i\) nor \(V_i\).

## From ionization to an orbital energy

In Hartree–Fock theory the electronic energy, with sums over occupied spin orbitals, is

\[
E=\sum_a h_a+\tfrac12\sum_{a,b}(J_{ab}-K_{ab}),
\]

where \(h\) holds the kinetic energy and the attraction to the nuclei, \(J\) is a Coulomb integral and \(K\) an exchange integral. Remove the electron in core orbital \(c\) and keep all other orbitals frozen. The one-electron sum loses \(h_c\). The double sum loses the terms with \(a=c\) and those with \(b=c\), which are equal, so the factor \(\tfrac12\) cancels. The term with \(a=b=c\) is zero because \(J_{cc}=K_{cc}\). Hence

\[
E_B=E_{\rm ion}-E=-h_c-\sum_b(J_{cb}-K_{cb})=-\varepsilon_c .
\]

The binding energy is minus the orbital energy, within the frozen-orbital approximation. The response of the neighbouring atoms to the hole is estimated later; that of the site's own electrons is left out.

We now compare silicon sites. The kinetic energy of the core electron, its attraction to its own nucleus and its interaction with the other core electrons are taken as common to all sites. Core-valence exchange is neglected. What varies is the repulsion from the site's own valence electrons and the potential of all other atoms.

## The site's own charge

A neutral silicon atom has four valence electrons; a site of charge \(q\) has \(N=4-q\). If each repels the core electron with energy \(J\), then \(\varepsilon_c\) contains \(+NJ\) and \(E_B\) contains \(-NJ\). Subtracting the neutral atom gives

\[
-(4-q)J-(-4J)=qJ .
\]

With a rigid shell, therefore, \(k=J\). Losing valence electrons removes repulsion and strengthens the core binding.

To evaluate \(J\) we need the potential of a spherical shell. Averaging the inverse distance between a point at radius \(R\) and a shell of radius \(s\) gives

\[
\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{s^2+R^2-2sR\mu}}
=\frac{(s+R)-|s-R|}{2sR}=\frac1{\max(s,R)} .
\tag{2}
\]

A core electron inside the valence shell thus feels the constant potential of that shell, and \(J\simeq C\langle1/r\rangle_v\), the average being over the valence density. For a Slater orbital with \(n=3\) and exponent \(\zeta\), the radial density is proportional to \(r^6e^{-2\zeta r}\), so

\[
\left\langle\frac1r\right\rangle_v
=\frac{5!/(2\zeta)^6}{6!/(2\zeta)^7}=\frac{2\zeta}{6}=\frac{\zeta}{3}.
\]

For \(\zeta=1.65\) per bohr this gives \(J=14.97\) eV. The full double integral, with a 2p core of exponent 4.925 per bohr, gives 14.91 eV, so for these nodeless orbitals the overlap of core and valence densities matters little. Real 3s and 3p orbitals have inner lobes that reach into the core, and there the overlap can lower \(J\) by an electronvolt or more.

The rigid shell is a stronger assumption. When electrons leave, the rest are less screened and move inward. With a charge-dependent \(J(q)\), the product rule gives

\[
k_{\rm eff}=\frac{d}{dq}\bigl[-(4-q)J(q)\bigr]
=J-(4-q)\frac{dJ}{dq}.
\tag{3}
\]

Contraction makes \(dJ/dq\) positive and lowers \(k_{\rm eff}\). Let the exponent grow by 0.1167 per bohr for each electron lost, which is Slater's screening of 0.35 divided by \(n=3\). Since \(J\propto\zeta\), we have \(dJ/dq=14.97\times0.1167/1.65=1.06\) eV per \(e\). At \(q=1.65\), with \(\zeta=1.65\) per bohr taken to hold at that charge,

\[
k_{\rm eff}=14.97-2.35\times1.06=12.48\ \text{eV per }e .
\]

A constant \(k\) in equation (1) is thus an effective slope over a limited range of charge. The exponent 1.65 is a chosen value: Slater's rules give 1.58 per bohr at this charge and hence \(k_{\rm eff}=11.8\) eV per \(e\), and a spherically averaged Hartree–Fock silicon ion with equal 3s and 3p occupations gives about 11.6. Differences between similar sites have more meaning than the distance from the free atom.

## The potential of the other atoms

Take each ligand as a spherical charge distribution that does not reach the silicon core. By equation (2) it acts as a point charge \(q_j\). The electron has charge \(-e\), so its potential energy is \(-Cq_j/R_{ij}\). Binding energy has the opposite sign, and the contribution is \(+Cq_j/R_{ij}\). A negative oxygen therefore weakens the binding, although forming the bond has made silicon positive.

The core orbital has a finite size. Equation (2) also shows that a spherical core density, lying inside the distance \(R\), averages \(1/|\mathbf r-\mathbf R|\) to \(1/R\), its value at the nucleus. One 2p orbital is not spherical. For an orbital along \(\mathbf R\), the distribution of \(\mu=\cos\vartheta\) is \(\tfrac32\mu^2\), and the quadrupole factor is

\[
\int_{-1}^{1}\frac32\mu^2\,\frac{3\mu^2-1}{2}\,d\mu
=\frac34\left(\frac65-\frac23\right)=\frac25 .
\]

The three 2p orbitals together are spherical, so their factors add to zero, and each perpendicular orbital has \(-\tfrac15\). The splitting leaves the mean level in place. For the three-oxygen unit treated below, the potential of the ligand charges gives a span of about 0.14 eV. The exact value depends on how the bridges are turned about their inner Si–O bonds, and spin-orbit coupling is left out.

Adding the own-charge term and the ligand terms gives equation (1). The same result follows from a total energy. Let the valence shell have radius \(r_v=C/k\), and let the core have charge \(Z_c\). The terms that contain \(Z_c\) are

\[
Z_c\left(-\frac{CN}{r_v}+\sum_{j\ne i}\frac{Cq_j}{R_{ij}}\right).
\]

Removing a core electron raises \(Z_c\) by one, and the energy rises by the bracket, \(-Nk+V_i\). Subtracting the free atom, \(-4k\), leaves \(kq_i+V_i\).

Does a core level follow the potential at its nucleus when the electrons are free to respond to the surroundings? A restricted Hartree–Fock calculation on the HF molecule, with fixed nuclei and the cc-pVTZ basis, tests this. A probe charge of \(\pm0.2\,e\) sits 0.30 nm from fluorine, on the side away from hydrogen. Half the difference between the two signs gives these changes:

- The bare probe contributes 0.960 eV.
- The total potential term at the fluorine nucleus, including the electronic response, changes by 0.906 eV.
- The F 1s binding energy, taken as \(-\varepsilon_{1s}\), changes by 0.895 eV.

The level follows the total potential to 0.011 eV, about 1% of the bare term. Adding diffuse functions (aug-cc-pVTZ) lowers the last two values by about 0.005 eV and leaves their difference near 0.01 eV. This supports the electrostatic step in one molecule. It does not test the value of \(k\) for silicon, nor the response to a core hole.

## Why the oxidation number is insufficient

An oxidation number \(Z\) is found by giving both electrons of each bond to the more electronegative atom. Carbon and oxygen are both more electronegative than silicon, so silicon has \(Z=+4\) in every unit \(\mathrm{Si(CH_3)}_{4-n}\mathrm O_n\), whatever \(n\) is.

If the shift were a function of \(Z\) alone, two sites with equal \(Z\) would have equal shifts. Equation (1) gives instead

\[
\Delta E_1-\Delta E_2=k(q_1-q_2)+(V_1-V_2).
\tag{4}
\]

Nothing in the definition of \(Z\) makes the right side vanish. Three cases follow:

1. Equal \(Z\) with different charge and potential in general gives different shifts.
2. Equal \(Z\) and equal charge can still give different shifts, by \(V_1-V_2\). This difference does not depend on \(k\).
3. Different charges give equal shifts when \(k(q_1-q_2)=-(V_1-V_2)\).

The statement has a limit. In a restricted set of compounds where each oxidation number occurs in one fixed environment, the number can serve as a label for the energy. It then works because the set is restricted.

## A neutral organosilicate cluster

To see the terms compete we need charges and a geometry. The central silicon has \(n\) bridges \(\mathrm{O{-}Si'(CH_3)_3}\) and \(4-n\) methyl groups. The units with \(n=1,2,3,4\) are called M, D, T and Q. Each Si–O bond moves \(\delta_O\) electrons off silicon and each Si–C bond moves \(\delta_C\). A methyl group is one point charge at its carbon. The charges are

\[
q_{\rm Si}=n\delta_O+(4-n)\delta_C,\quad
q_O=-2\delta_O,\quad
q_{\rm Si'}=\delta_O+3\delta_C,\quad
q_C=-\delta_C .
\]

Each bridge with its cap carries \(-2\delta_O+\delta_O+3\delta_C-3\delta_C=-\delta_O\), and each methyl on the central silicon carries \(-\delta_C\). These balance \(q_{\rm Si}\), so the cluster is neutral.

Let the bond lengths be \(R_O\) and \(R_C\), and the Si–O–Si′ angle \(\theta\). The two equal Si–O bonds form an isosceles triangle, so the Si–Si′ distance is

\[
d=2R_O\sin(\theta/2).
\]

At Si′, the angle between the directions to oxygen and to the central silicon is \(\beta=(180^\circ-\theta)/2\). Hence \(\cos\beta=\sin(\theta/2)\) and \(\sin\beta=\cos(\theta/2)\). Put the \(z\) axis from Si′ to oxygen. The unit vectors from Si′ to the central silicon and to a cap carbon are

\[
(\sin\beta,0,\cos\beta),\qquad
(\sin\tau\cos\varphi,\ \sin\tau\sin\varphi,\ \cos\tau),
\]

with \(\cos\tau=-\tfrac13\) for tetrahedral bonds and torsions \(\varphi=60^\circ,180^\circ,300^\circ\). Their scalar product and the law of cosines give the distance \(\rho_\varphi\) from the central silicon to that carbon:

\[
\cos\gamma_\varphi=\sin\tfrac\theta2\cos\tau+\cos\tfrac\theta2\sin\tau\cos\varphi,
\]
\[
\rho_\varphi^2=d^2+R_C^2-2dR_C\cos\gamma_\varphi .
\]

The Madelung term at the central silicon is

\[
V=n\left[-\frac{2C\delta_O}{R_O}+\frac{C(\delta_O+3\delta_C)}d
-\delta_C\sum_\varphi\frac C{\rho_\varphi}\right]
-(4-n)\frac{C\delta_C}{R_C}.
\]

Adding \(kq_{\rm Si}\) and collecting the terms of each bridge and each methyl group gives

\[
\Delta E=ne_O+(4-n)e_C,\qquad
e_C=\delta_C\left(k-\frac C{R_C}\right),
\tag{5}
\]
\[
e_O=\delta_O\left(k-\frac{2C}{R_O}+\frac Cd\right)
+\delta_C\sum_\varphi\left(\frac Cd-\frac C{\rho_\varphi}\right).
\tag{6}
\]

The methyl term shows the competition most simply. Since \(k=C/r_v\), it equals \(C\delta_C(1/r_v-1/R_C)\). Moving charge from the valence shell to a ligand changes the core energy only through the change of radius. If \(R_C\) approached \(r_v\), the shift would vanish although the assigned charge did not.

Equation (5) also shows when counting works. With fixed geometry and transferable bond charges, the shift is linear in the number of oxygen neighbours. That number differs from the oxidation number, which stays at \(+4\).

## Numbers for the four units

The parameters are round: \(R_O=0.163\) nm, \(R_C=0.187\) nm, \(\theta=145^\circ\), \(\delta_O=0.50\), \(\delta_C=0.15\) and \(k=15\) eV per \(e\). With \(C=1.43996\) eV nm,

\[
C/R_O=8.834,\qquad C/R_C=7.700,\qquad C/d=4.631\ \text{eV}.
\]

The methyl term is \(e_C=0.15(15-7.700)=1.095\) eV. The first part of the bridge term is

\[
0.50(15-2\times8.834+4.631)=0.982\ \text{eV}.
\]

The cap sum in equation (6) adds 0.495 eV, so \(e_O=1.477\) eV. The units then have the following values, the last three columns in eV:

| Unit | \(q_{\rm Si}\) (\(e\)) | \(kq_{\rm Si}\) | \(V\) | \(\Delta E\) |
|---|---:|---:|---:|---:|
| M | 0.95 | 14.25 | −9.49 | 4.76 |
| D | 1.30 | 19.50 | −14.36 | 5.14 |
| T | 1.65 | 24.75 | −19.22 | 5.53 |
| Q | 2.00 | 30.00 | −24.09 | 5.91 |

All four have oxidation number \(+4\), yet their shifts span 1.15 eV. From T to Q the charge term rises by 5.250 eV and the Madelung term falls by 4.868 eV, which leaves 0.382 eV. A calculation that kept the local charge alone would overstate this step by a factor of about 14.

## Same charge, different angle

Now hold the charges, bond lengths and torsions of Q fixed, and change all four bridge angles together. At \(130^\circ\), \(V=-23.477\) eV and \(\Delta E=6.523\) eV. At \(160^\circ\), \(V=-24.459\) eV and \(\Delta E=5.541\) eV. The difference is 0.982 eV, with no change in oxidation number, oxygen count or charge.

Most of it comes from the distance to the positive outer silicon atoms. The \(\delta_O C/d\) terms of the four bridges contribute

\[
4\delta_O\frac C{2R_O}
\left(\frac1{\sin65^\circ}-\frac1{\sin80^\circ}\right)
=8.834\times0.0880=0.78\ \text{eV}.
\]

The remaining 0.20 eV comes from the cap sum. Opening the angle moves the outer silicon away, makes the potential at the centre more negative and weakens the binding.

The third case of equation (4) also occurs. Q with bridges at \(160.9^\circ\) has the same shift as T at \(145^\circ\), although their charges are \(2.00\,e\) and \(1.65\,e\). A measured energy, read through this model, therefore does not identify the unit unless the geometry is constrained.

Real charges may follow the angle. With \(k=15\) eV per \(e\), restoring at \(160^\circ\) the shift found at \(130^\circ\) would take a rise of \(0.135\,e\) in every \(\delta_O\) of the cluster, or 27% of its value. This number depends strongly on \(k\): below about 13.2 eV per \(e\) the charge would have to fall instead. Charges and electron clouds that respond to the angle can remove nearly all of the effect. In disiloxane, \(\mathrm{H_3SiOSiH_3}\), the Hartree–Fock Si 2p orbital energy changes by less than 0.01 eV between \(130^\circ\) and \(160^\circ\) (6-31G* and cc-pVDZ), against about 0.2 eV per bridge in the model. The 0.982 eV therefore belongs to the fixed-charge model and is not a prediction for a real molecule, which needs an electronic-structure calculation.

## How far the ordering can be trusted

The rise from M to Q rests on a cancellation. By equation (5),

\[
\Delta E_Q-\Delta E_M=3(e_O-e_C),
\]

and its slope with respect to \(k\) is \(3(\delta_O-\delta_C)=1.05\,e\). The difference is 1.146 eV at \(k=15\) eV per \(e\), so it vanishes at \(15-1.146/1.05=13.91\) eV per \(e\). The contracted-shell estimate, 12.48 eV per \(e\), lies below this and gives \(-1.500\) eV. That figure uses the slope at T throughout; letting \(k_{\rm eff}\) vary with charge between M and Q gives about \(-1.9\) eV. The sign of the M-to-Q shift is thus an outcome of the chosen \(k\), not a prediction. The angle effect at fixed charge contains no \(k\).

Final-state polarization is the second large omission. A core hole of charge \(+e\) induces a dipole \(ep\) on a ligand of polarizability volume \(\alpha\) at distance \(R\). The energy is

\[
U(p)=\frac{Cp^2}{2\alpha}-\frac{Cp}{R^2}.
\]

Setting \(dU/dp=0\) gives \(p=\alpha/R^2\), and substitution gives

\[
U=\frac{C\alpha}{2R^4}-\frac{C\alpha}{R^4}=-\frac{C\alpha}{2R^4}.
\]

This lowers the ionized state and hence the binding energy. With rough values of \(1.5\times10^{-3}\) nm³ for oxygen and \(2.2\times10^{-3}\) nm³ for methyl, the sum over ligands is 5.59 eV for M and 6.82 eV for Q. The difference, 1.23 eV, is as large as the initial-state shift and, taken alone, would cancel it. The estimate treats the dipoles as independent and undamped, so it gives a scale rather than a correction to apply. Coupling the dipoles lowers the two sums to about 4.1 and 5.0 eV. About 0.5 eV of the 1.23 eV arises only because Q has twelve cap methyls and M has three, which reflects where the cluster is cut. The site's own valence electrons also contract around the hole. The energy gained depends on how many there are, so it too differs between M and Q; it is not estimated here. The full final-state correction can have the opposite sign to the ligand term: a Hartree–Fock estimate (6-31G*, core hole replaced by one more nuclear charge) for \(\mathrm{Si(OH)_4}\) and \(\mathrm{(CH_3)_3SiOH}\) gives the methyl-rich site the larger relaxation, by roughly 0.9 eV.

The angle effect is also touched. With independent dipoles, the polarization energy of Q is 0.254 eV larger at \(130^\circ\) than at \(160^\circ\), which would reduce 0.982 eV to about 0.73 eV. The interaction between the induced dipoles can cancel so small a difference, so even the sign of this correction is uncertain.

The oxygen charge clouds also reach beyond the silicon nucleus, which raises the Q shift. A single Slater orbital with the exponent of neutral oxygen gives 0.04 eV, but its tail falls off too fast, and the oxygen in the model is negative. A realistic density can give ten times as much or more. Methyl clouds also reach beyond the silicon nucleus, and M has more methyl neighbours than Q, so the net effect on the M–Q difference can have either sign. Treating the ligands as point charges is thus a further approximation that matters on the scale of that difference.

Bond vibration broadens the line. For an oscillator of reduced mass \(\mu\) and angular frequency \(\omega\), the mean square displacement is

\[
\sigma^2=\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2k_BT}.
\]

A stretch of 1000 cm⁻¹ at 300 K, with the reduced mass of an Si–O pair (10.2 atomic mass units), gives \(\sigma=0.0041\) nm. If \(D\) is the slope of the shift when all four inner bonds stretch together and carry their outer groups rigidly with them, each bond has slope \(D/4\). Four independent bonds then give an rms width \(\sqrt4\,(D/4)\sigma=D\sigma/2\), here 0.36 eV. The bonds share the central atom and are not truly independent; normal modes with the same force constant give 0.33 eV if only the oxygen moves and 0.25 eV if the whole outer group moves with it. This is comparable with the 0.38 eV spacing of neighbouring units, so in this model their lines overlap even at one fixed mean angle.

## Beside a real low-k film

The bond lengths and the central angle are roughly typical of methylated organosilicate glass. The bond charges depend on how electrons are divided between atoms, so \(k\) must be fitted with the same charge definition. In measured spectra the Si 2p binding energy rises as oxygen replaces methyl, by very roughly 2 eV from M to Q. The model gives the same sign with \(k=15\) eV per \(e\), but a smaller size. Real films break the assumption of a single angle. In the fixed-charge model the Q level moves by about 1 eV only if all four bridges go from \(130^\circ\) to \(160^\circ\) together. Independent angles partly average out, and the response of the charges can reduce the effect much further. Real films also break the frozen final state: ligand polarization alone moves the M–Q difference by about 1 eV in the dipole estimate above, and the full relaxation can move it the other way. The network beyond the caps is left out and has not been sized. Charging of the insulating film adds a common shift, which cancels between sites if it is uniform.

For the decision at the start, a table of energies by unit is defensible when the angles and the surroundings vary little and the table was calibrated on similar material. It may also hold over a wider range of angles if a calculation shows that the charges compensate. Otherwise the charges and the potential must be computed together for each structure, and the final-state response as well, above all when differently coordinated units are compared. The values used here are collected in the numerical output below.

## Computed values

```
Coulomb constant C = 1.43996 eV nm
Si-O length = 0.163 nm; Si-C length = 0.187 nm
Si-O-Si angle = 145 deg
bond charges: Si-O 0.50 e, Si-C 0.15 e
k used = 15.0 eV per e
C/R for Si-O = 8.834 eV; for Si-C = 7.700 eV
Si-Si distance = 0.3109 nm; C/d = 4.631 eV
bridge term e_O = 1.477 eV
methyl term e_C = 1.095 eV
M: ox. number +4, q = 0.95 e
   kq = 14.250, V = -9.488, shift = 4.762 eV
D: ox. number +4, q = 1.30 e
   kq = 19.500, V = -14.356, shift = 5.144 eV
T: ox. number +4, q = 1.65 e
   kq = 24.750, V = -19.224, shift = 5.526 eV
Q: ox. number +4, q = 2.00 e
   kq = 30.000, V = -24.092, shift = 5.908 eV
Q minus T: k dq = 5.250 eV, dV = -4.868 eV
Q minus M shift = 1.146 eV
Q at 130 deg: V = -23.477, shift = 6.523 eV
Q at 160 deg: V = -24.459, shift = 5.541 eV
Q shift, 130 minus 160 deg = 0.982 eV
Q angle matching T at 145 deg = 160.9 deg
k where M-Q order reverses = 13.91 eV per e
valence exponent = 1.65, core = 4.925 per bohr
exponent growth = 0.1167 per bohr per e
frozen-shell k = 14.97 eV per e
core-valence integral = 14.91 eV
contracted-shell k at T = 12.48 eV per e
same k by finite difference = 12.47 eV per e
Q minus M with contracted k = -1.500 eV
HF test: probe 0.2 e at 0.30 nm from F
HF bare potential term = 0.960 eV
HF total potential change = 0.906 eV
HF F 1s binding change = 0.895 eV
polarizability: O 1.5, CH3 2.2 (1e-3 nm^3)
relaxation: M 5.59 eV, Q 6.82 eV
relaxation Q, 130 minus 160 deg = 0.254 eV
Si-O charge change undoing angle effect = 0.135 e
2p quadrupole splitting, T = 0.138 eV
oxygen penetration, Q = 0.0355 eV
stretch = 1000 cm^-1 at 300 K
rms bond displacement = 0.00410 nm
rms vibrational broadening, Q = 0.360 eV
```
